# Hydrogenic ground state: uniqueness, positivity and radial decrease without solving the equation: a numerical check

```python
"""
Result under test: H = -1/2 Laplacian - Z/|x| (atomic units, fixed nucleus)
has a unique ground state; it is positive, spherical and strictly decreasing.
Tools tested: exp(-tH) f >= exp(t Laplacian/2) f > 0 for f >= 0, and the fall
of the energy under rearrangement.
Symbols: f trial function, f* its symmetric decreasing rearrangement,
psi ground state, u = r * (radial function), l angular momentum,
t heat-flow parameter (an inverse energy), Z nuclear charge.
Trial-function part: lengths in angstrom, energies in eV.
Spectral part: atomic units, converted for printing.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_legendre, roots_jacobi, spherical_in

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
Z = 1.0
KIN = 0.5 * HARTREE * BOHR**2      # hbar^2/(2m), eV angstrom^2
COUL = Z * HARTREE * BOHR          # Z e^2/(4 pi eps0), eV angstrom

# ---------- rearrangement of a lopsided trial function ----------
WIDTH, CENTRE_A, CENTRE_B, WEIGHT_B = 0.8, 1.2, -0.8, 0.6
PLANE, HALF, RHO_MAX, STEP = 0.4, 4.8, 4.0, 0.01


def two_lobes(rho2, z):
    a = np.exp(-(rho2 + (z - CENTRE_A)**2) / (2 * WIDTH**2))
    b = np.exp(-(rho2 + (z - CENTRE_B)**2) / (2 * WIDTH**2))
    return a + WEIGHT_B * b


n_rho, n_z = round(RHO_MAX / STEP), round(2 * HALF / STEP)
rho = (np.arange(n_rho) + 0.5)[:, None] * STEP
z = (PLANE - HALF + (np.arange(n_z) + 0.5) * STEP)[None, :]
volume = 2 * np.pi * rho * STEP**2 * np.ones_like(z)
distance = np.sqrt(rho**2 + z**2)


def grid_means(f):
    """norm^2, and means of |grad|^2, 1/r, 1/r^2 by direct quadrature"""
    norm2 = np.sum(volume * f**2)
    edge = 2 * np.pi * np.arange(1, n_rho)[:, None] * STEP**3
    grad2 = np.sum(volume[:, :1] * (np.diff(f, axis=1) / STEP)**2)
    grad2 += np.sum(edge * (np.diff(f, axis=0) / STEP)**2)
    inv1 = np.sum(volume * f**2 / distance)
    inv2 = np.sum(volume * f**2 / distance**2)
    return norm2, grad2 / norm2, inv1 / norm2, inv2 / norm2


def rearrange(f):
    """radii and values of f*, from the volumes of the level sets of f"""
    order = np.argsort(-f, axis=None)
    cells = volume.ravel()[order]
    enclosed = np.cumsum(cells) - 0.5 * cells
    return (3 * enclosed / (4 * np.pi))**(1 / 3), f.ravel()[order]


def radial_means(radii, values):
    """norm^2 and means of |grad|^2, 1/r for a radial function"""
    dr = 0.05
    nodes = np.arange(0, 4.0 + dr / 2, dr)
    mid = 0.5 * (nodes[1:] + nodes[:-1])
    at_nodes = np.interp(nodes, radii, values)
    at_mid = np.interp(mid, radii, values)
    shell = 4 * np.pi * mid**2 * dr
    norm2 = np.sum(shell * at_mid**2)
    grad2 = np.sum(shell * (np.diff(at_nodes) / dr)**2)
    return norm2, grad2 / norm2, np.sum(shell * at_mid**2 / mid) / norm2


f = two_lobes(rho**2, z)
mirror = f[:, ::-1]
nuclear_side = z < PLANE
f_pol = np.where(nuclear_side, np.maximum(f, mirror), np.minimum(f, mirror))
swapped = np.sum(volume * (nuclear_side & (mirror > f)))
kept = np.sum(volume * (nuclear_side & (mirror < f)))
assert swapped > 1 and kept > 1     # a genuine mixture, not a mere reflection

norm_f, grad_f, inv_f, inv2_f = grid_means(f)
norm_p, grad_p, inv_p, _ = grid_means(f_pol)
star_r, star_f = rearrange(f)
norm_s, grad_s, inv_s = radial_means(star_r, star_f)

# machinery check: a displaced Gaussian must rearrange to a centred one
single = np.exp(-(rho**2 + (z - CENTRE_A)**2) / (2 * WIDTH**2))
_, grad_single, _ = radial_means(*rearrange(single))
assert abs(grad_single / (1.5 / WIDTH**2) - 1) < 1e-2

assert abs(norm_p / norm_f - 1) < 1e-10
assert abs(grad_p / grad_f - 1) < 3e-3      # finite-difference error at kinks
assert inv_p > 1.01 * inv_f
assert abs(norm_s / norm_f - 1) < 5e-3      # radial quadrature error
assert grad_s < 0.99 * grad_f and inv_s > inv_p
assert inv_f < np.sqrt(grad_f) and inv2_f < 4 * grad_f
energy = [KIN * g - COUL * i for g, i in
          ((grad_f, inv_f), (grad_p, inv_p), (grad_s, inv_s))]
assert energy[0] > energy[1] > energy[2]

# ---------- repeated reflections in space approach f* ----------
axis = (np.arange(26) - 12.5) * 0.3
points = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
points = points.reshape(-1, 3)
target = np.interp(np.linalg.norm(points, axis=1), star_r, star_f)
cell_3d = 0.3**3


def reflected_function(p, planes):
    if not planes:
        return two_lobes(p[:, 0]**2 + p[:, 1]**2, p[:, 2])
    normal, offset = planes[-1]
    height = p @ normal - offset
    here = reflected_function(p, planes[:-1])
    there = reflected_function(p - 2 * height[:, None] * normal, planes[:-1])
    return np.where(height < 0, np.maximum(here, there),
                    np.minimum(here, there))


rng = np.random.default_rng(5)
planes = []
current = reflected_function(points, planes)
overlaps = [cell_3d * np.sum(current * target) / norm_f]
for _ in range(7):
    lack = np.clip(target - current, 0, None)
    excess = np.clip(current - target, 0, None)
    best = None
    for _ in range(4):
        while True:
            near = points[rng.choice(len(points), p=lack / lack.sum())]
            far = points[rng.choice(len(points), p=excess / excess.sum())]
            if near @ near < far @ far - 1e-9:
                break
        normal = (far - near) / np.linalg.norm(far - near)
        trial = planes + [(normal, normal @ (far + near) / 2)]
        values = reflected_function(points, trial)
        overlap = cell_3d * np.sum(values * target) / norm_f
        assert overlap > overlaps[-1] - 3e-3    # coarse-grid quadrature error
        if best is None or overlap > best[0]:
            best = (overlap, trial, values)
    overlaps.append(best[0])
    planes, current = best[1], best[2]
gaps_to_star = np.sqrt(np.clip(2 - 2 * np.array(overlaps), 0, None))
assert gaps_to_star[-1] < 0.6 * gaps_to_star[0]

# ---------- spectrum: polynomial basis on Lobatto points, each l ----------
N, BOX, LMAX = 100, 40.0, 30
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(N, x)
r_all = BOX * (x + 1) / 2
w_all = BOX / (N * (N + 1) * leg**2)
diff = x[:, None] - x[None, :]
np.fill_diagonal(diff, 1.0)
deriv = leg[:, None] / leg[None, :] / diff
np.fill_diagonal(deriv, 0.0)
deriv[0, 0], deriv[-1, -1] = -N * (N + 1) / 4, N * (N + 1) / 4
deriv *= 2 / BOX
kinetic = 0.5 * (deriv.T * w_all) @ deriv
kinetic = (kinetic / np.sqrt(np.outer(w_all, w_all)))[1:-1, 1:-1]
r, root_w = r_all[1:-1], np.sqrt(w_all[1:-1])


def spectra(charge):
    return [eigh(kinetic + np.diag(l * (l + 1) / (2 * r**2) - charge / r))
            for l in range(LMAX + 1)]


def interpolate(values, point):
    q = 1 / (leg * (point - r_all))
    return np.sum(q[1:-1] * values) / np.sum(q)


coulomb, free = spectra(Z), spectra(0.0)
levels = sorted((e, l) for l in range(LMAX + 1) for e in coulomb[l][0][:3])
e0, e1 = levels[0][0], levels[1][0]
gap = e1 - e0
assert levels[0][1] == 0 and gap > 0.1
assert -Z**2 / 2 - 1e-8 < e0 < 0
assert e0 * HARTREE < energy[2]
c0 = coulomb[0][1][:, 0]
c0 = c0 * np.sign(c0.sum())
u0 = c0 / root_w
psi = u0 / r / np.sqrt(4 * np.pi)
inside = r < 12
assert np.all(psi[inside] > 0) and np.all(np.diff(psi[inside]) < 0)
c1 = coulomb[0][1][:, 1]
u1 = (c1 / root_w)[inside]
assert u1.min() < -0.01 and u1.max() > 0.01    # excited s state has a node

# ---------- heat flow of a displaced Gaussian, all partial waves ----------
s_au, d_au = WIDTH / BOHR, CENTRE_A / BOHR
alpha = 1 / (2 * s_au**2)
start = [(2 * l + 1) * r * spherical_in(l, 2 * alpha * r * d_au)
         * np.exp(-alpha * (r**2 + d_au**2)) for l in range(LMAX + 1)]


def flow(spectrum, t):
    out = []
    for (e, c), g in zip(spectrum, start):
        out.append(c @ (np.exp(-t * e) * (c.T @ (root_w * g))) / root_w)
    return np.array(out)


def on_points(waves, cosines, mask):
    legendre = np.array([eval_legendre(l, cosines) for l in range(LMAX + 1)])
    return (waves[:, mask] / r[mask]).T @ legendre


T_SHORT = 0.04                       # 1/eV
t_au = T_SHORT * HARTREE
cosines, near_mask = np.linspace(-1, 1, 41), r < 4
with_nucleus = on_points(flow(coulomb, t_au), cosines, near_mask)
without = on_points(flow(free, t_au), cosines, near_mask)
spread = 1 + 2 * alpha * t_au
rr = r[near_mask][:, None]
sep2 = rr**2 + d_au**2 - 2 * rr * d_au * cosines
heat_exact = spread**-1.5 * np.exp(-alpha * sep2 / spread)
assert np.max(abs(without - heat_exact)) < 1e-7
ratio = with_nucleus / heat_exact
assert heat_exact.min() > 1e-5 and ratio.min() > 1

weights = 4 * np.pi / (2 * np.arange(LMAX + 1) + 1)


def wave_norm(waves):
    return np.sqrt(np.sum(weights[:, None] * (root_w * waves)**2))


ground_part = np.zeros((LMAX + 1, len(r)))
ground_part[0] = (c0 @ (root_w * start[0])) * u0
rest = wave_norm(np.array(start) - ground_part)
flow_rows = []
for t_ev in (0.0, 0.04, 0.4, 1.0):
    t = t_ev * HARTREE
    waves = np.exp(t * e0) * flow(coulomb, t)
    error = wave_norm(waves - ground_part) / rest
    bound = np.exp(-t * gap)
    assert error <= bound * (1 + 1e-6) + 1e-9
    at_1 = np.array([interpolate(wave, 1 / BOHR) for wave in waves])
    front_back = at_1.sum() / np.sum(at_1 * (-1.0)**np.arange(LMAX + 1))
    flow_rows.append((t_ev, error, bound, front_back))
assert abs(flow_rows[-1][3] - 1) < 1e-2 < abs(flow_rows[0][3] - 1)

# modulus of a sign-changing state gains under the heat flow
e_s, c_s = coulomb[0]
heat_s = (c_s * np.exp(-t_au * e_s)) @ c_s.T
modulus_gain = (abs(c1) @ heat_s @ abs(c1)) / (c1 @ heat_s @ c1)
assert modulus_gain > 1.001

# ---------- potential cut off at depth M: independent fine grid ----------
h_fd = 0.005
r_fd = h_fd * np.arange(1, 4000)


def lowest(potential):
    off = np.full(len(r_fd) - 1, -0.5 / h_fd**2)
    return eigh_tridiagonal(1 / h_fd**2 + potential, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


CUT = 100.0                          # eV
cut_au = CUT / HARTREE
e_fd = lowest(-Z / r_fd)
assert abs(e_fd - e0) < 1e-4
shift = lowest(-np.minimum(Z / r_fd, cut_au)) - e_fd
grad_psi = 2 * c0 @ kinetic @ c0
shift_bound = Z**2 / cut_au * grad_psi
assert 0 < shift < shift_bound

# ---------- printed numbers ----------
print(f"nuclear charge Z = {Z:.0f}")
print(f"lobe width parameter = {WIDTH:.1f} angstrom")
print(f"lobe A: z = {CENTRE_A:.1f} angstrom, weight 1")
print(f"lobe B: z = {CENTRE_B:.1f} angstrom, weight {WEIGHT_B:.1f}")
print(f"reflection plane: z = {PLANE:.1f} angstrom")
for name, g, i, e in (("f", grad_f, inv_f, energy[0]),
                      ("two-point", grad_p, inv_p, energy[1]),
                      ("f*", grad_s, inv_s, energy[2])):
    print(f"{name}: kinetic = {KIN * g:.2f} eV, "
          f"Coulomb = {-COUL * i:.2f} eV, total = {e:.2f} eV")
print(f"f: mean 1/r = {inv_f:.3f} 1/angstrom, "
      f"bound = {np.sqrt(grad_f):.3f} 1/angstrom")
print(f"f: mean 1/r^2 = {inv2_f:.3f} 1/angstrom^2, "
      f"Hardy bound = {4 * grad_f:.3f} 1/angstrom^2")
for k, value in enumerate(gaps_to_star):
    print(f"relative distance to f* after {k} reflections = {value:.2f}")
print(f"ground energy = {e0 * HARTREE:.4f} eV = {e0:.6f} hartree")
print(f"next energy = {e1 * HARTREE:.4f} eV")
print(f"gap = {gap * HARTREE:.4f} eV")
print(f"highest l included = {LMAX}")
psi_zero = deriv[0, 1:-1] @ u0 / np.sqrt(4 * np.pi) / BOHR**1.5
print(f"psi at 0 angstrom = {psi_zero:.4f} angstrom^(-3/2)")
for radius in (0.25, 0.5, 1.0, 2.0):
    value = interpolate(u0, radius / BOHR) / (radius / BOHR)
    value /= np.sqrt(4 * np.pi) * BOHR**1.5
    print(f"psi at {radius:.2f} angstrom = {value:.4f} angstrom^(-3/2)")
print(f"heat flow start: Gaussian of lobe A; short t = {T_SHORT} 1/eV")
print(f"comparison region: r < {4 * BOHR:.2f} angstrom")
print(f"smallest ratio, Coulomb flow / free flow = {ratio.min():.3f}")
print(f"largest ratio, Coulomb flow / free flow = {ratio.max():.3f}")
for t_ev, error, bound, front_back in flow_rows:
    print(f"t = {t_ev:.2f} 1/eV: error = {error:.2e}, bound = {bound:.2e}, "
          f"front/back at 1 angstrom = {front_back:.4f}")
print(f"gain from modulus of excited s state = {modulus_gain:.3f}")
print(f"potential cut at depth {CUT:.0f} eV: shift = "
      f"{shift * HARTREE:.2f} eV, bound = {shift_bound * HARTREE:.2f} eV")
print("OK")
```

Running it gives:

```
nuclear charge Z = 1
lobe width parameter = 0.8 angstrom
lobe A: z = 1.2 angstrom, weight 1
lobe B: z = -0.8 angstrom, weight 0.6
reflection plane: z = 0.4 angstrom
f: kinetic = 7.48 eV, Coulomb = -13.69 eV, total = -6.21 eV
two-point: kinetic = 7.48 eV, Coulomb = -16.31 eV, total = -8.83 eV
f*: kinetic = 6.40 eV, Coulomb = -17.19 eV, total = -10.79 eV
f: mean 1/r = 0.951 1/angstrom, bound = 1.401 1/angstrom
f: mean 1/r^2 = 1.395 1/angstrom^2, Hardy bound = 7.851 1/angstrom^2
relative distance to f* after 0 reflections = 0.53
relative distance to f* after 1 reflections = 0.39
relative distance to f* after 2 reflections = 0.32
relative distance to f* after 3 reflections = 0.30
relative distance to f* after 4 reflections = 0.23
relative distance to f* after 5 reflections = 0.21
relative distance to f* after 6 reflections = 0.14
relative distance to f* after 7 reflections = 0.11
ground energy = -13.6057 eV = -0.500000 hartree
next energy = -3.4014 eV
gap = 10.2043 eV
highest l included = 30
psi at 0 angstrom = 1.4656 angstrom^(-3/2)
psi at 0.25 angstrom = 0.9138 angstrom^(-3/2)
psi at 0.50 angstrom = 0.5697 angstrom^(-3/2)
psi at 1.00 angstrom = 0.2215 angstrom^(-3/2)
psi at 2.00 angstrom = 0.0335 angstrom^(-3/2)
heat flow start: Gaussian of lobe A; short t = 0.04 1/eV
comparison region: r < 2.12 angstrom
smallest ratio, Coulomb flow / free flow = 1.354
largest ratio, Coulomb flow / free flow = 6.356
t = 0.00 1/eV: error = 1.00e+00, bound = 1.00e+00, front/back at 1 angstrom = 42.5211
t = 0.04 1/eV: error = 5.68e-01, bound = 6.65e-01, front/back at 1 angstrom = 9.5519
t = 0.40 1/eV: error = 1.05e-02, bound = 1.69e-02, front/back at 1 angstrom = 1.0333
t = 1.00 1/eV: error = 2.22e-05, bound = 3.70e-05, front/back at 1 angstrom = 1.0001
gain from modulus of excited s state = 1.045
potential cut at depth 100 eV: shift = 0.83 eV, bound = 7.40 eV
OK
```
